**Sum rules for rate control in a surface network and a growing oxide**

The degree of rate control Xᵢ = ∂ln r/∂ln kᵢ is the response of the steady rate r to the forward constant kᵢ at fixed equilibrium constant Kᵢ, and the coefficients of all steps sum to one. For a bistable surface model, the program asserts that finite differences of the solved steady states agree with the linear-response formula, that the rate coefficients sum to one and that the coverage sensitivities sum to zero. The output shows coefficients of opposite sign in both stable states, and a forward-only scaling response of −1.13 in the A-covered state. For six fluctuating sites, the program asserts the mean and variance formulas against the leading eigenvalue of a counting generator, and both sets of sensitivities sum to one. For an oxide film with gas-transfer constant h, diffusion coefficient D and interface constant k, a discrete hopping chain is compared with the fractional-resistance formula. Numerical growth is compared with the closed growth law, and the thickness sensitivities at fixed time are asserted to sum to d ln x/d ln t, where x is the thickness and t the time; the printed value is 0.621. The film parameters are rough values in the regime of dry silicon oxidation, and the output also sizes several neglected effects.

## Verification by program

```python
"""Sum rule for degree-of-rate-control coefficients.

Result under test: X_i = d ln(rate)/d ln(k_i), taken at fixed equilibrium
constants K_i (forward and reverse constants scaled together), sums to one
for a steady network when every kinetic step is included.
Surface model: B2 + 2* = 2B*,  A + * = A*,  A* + B* = P + 2*.
theta = (coverage of B, coverage of A); k = forward constants in 1/s;
K = equilibrium constants; gas activities are dimensionless.
Film model: gas transfer h, diffusion D, interface constant k in series;
x = oxide thickness. At fixed time the thickness sensitivities must sum to
d ln x / d ln t. Film parameters are rough, typical of dry silicon oxidation.
"""
import numpy as np
from scipy.integrate import solve_ivp
from scipy.constants import physical_constants

KB = physical_constants["Boltzmann constant in eV/K"][0]


def sensitivities(func, constants, step=1e-3):
    """Central differences of func with respect to each ln(constant)."""
    columns = []
    for i in range(len(constants)):
        up, down = np.array(constants, float), np.array(constants, float)
        up[i] *= np.exp(step)
        down[i] *= np.exp(-step)
        columns.append((func(up) - func(down)) / (2 * step))
    return np.array(columns)


# ---------- mean-field surface network ----------
ACT_B2, ACT_A, ACT_P = 1.0, 1.0, 0.1
k_surf = np.array([1.0, 1.0, 1000.0])
K_surf = np.array([1e4, 20.0, 1e3])
STOICH = np.array([[2.0, 0.0, -1.0], [0.0, 1.0, -1.0]])


def net_rates(theta, k, K):
    b, a = theta
    e = 1 - a - b
    return k * np.array([ACT_B2 * e**2 - b**2 / K[0],
                         ACT_A * e - a / K[1],
                         a * b - ACT_P * e**2 / K[2]])


def rate_slopes(theta, k, K):
    b, a = theta
    e = 1 - a - b
    g = 2 * ACT_P * e / K[2]
    return k[:, None] * np.array([
        [-2 * ACT_B2 * e - 2 * b / K[0], -2 * ACT_B2 * e],
        [-ACT_A, -ACT_A - 1 / K[1]],
        [a + g, b + g]])


def steady(k, K, guess):
    theta = np.array(guess, float)
    for _ in range(15):
        jac = STOICH @ rate_slopes(theta, k, K)
        theta = theta - np.linalg.solve(jac, STOICH @ net_rates(theta, k, K))
    assert np.max(np.abs(STOICH @ net_rates(theta, k, K))) < 1e-11
    assert np.all(theta > 0) and theta.sum() < 1
    return theta


print("Surface inputs k1, k2, k3 (1/s):", *k_surf)
print("Surface inputs K1, K2, K3 (dimensionless):", *K_surf)
print("Activities of B2, A, P (dimensionless):", ACT_B2, ACT_A, ACT_P)
branch_rates = []
for name, start in (("A-covered", (0.001, 0.94)), ("active", (0.5, 0.001))):
    relaxed = solve_ivp(lambda t, y: STOICH @ net_rates(y, k_surf, K_surf),
                        (0, 200), start, method="BDF", rtol=1e-8, atol=1e-11)
    assert relaxed.success
    theta = steady(k_surf, K_surf, relaxed.y[:, -1])
    assert np.max(np.abs(theta - relaxed.y[:, -1])) < 1e-4

    def log_rate(k, K=K_surf, guess=theta):
        return np.log(2 * net_rates(steady(k, K, guess), k, K)[0])

    X = sensitivities(log_rate, k_surf)
    coverage_response = sensitivities(
        lambda k: steady(k, K_surf, theta), k_surf)
    v = net_rates(theta, k_surf, K_surf)
    slopes = rate_slopes(theta, k_surf, K_surf)
    jac = STOICH @ slopes
    assert np.max(np.linalg.eigvals(jac).real) < 0
    response = -np.linalg.solve(jac, STOICH * v)
    X_formula = (np.array([0, 0, v[2]]) + slopes[2] @ response) / v[2]
    assert np.allclose(X, X_formula, atol=3e-5)
    assert np.allclose(coverage_response, response.T, atol=3e-5)
    assert abs(X.sum() - 1) < 3e-5
    assert np.max(np.abs(coverage_response.sum(axis=0))) < 3e-5
    d = 1e-3
    partial = sensitivities(
        lambda s: log_rate(k_surf * np.array([s[0], 1, s[0]])), [1.0])[0]
    assert abs(partial - (1 - X[1])) < 3e-5
    forward = (log_rate(k_surf * np.exp(d), K_surf * np.exp(d))
               - log_rate(k_surf * np.exp(-d), K_surf * np.exp(-d))) / (2 * d)
    if name == "A-covered":
        assert abs(forward - 1) > 0.5
    assert X.min() < 0 and X.max() > 1
    branch_rates.append(v[2])
    print(f"{name}: coverages B, A, empty = {theta[0]:.3e}, "
          f"{theta[1]:.5f}, {1-theta.sum():.5f}")
    print(f"{name}: product rate = {v[2]:.6f} 1/s per site")
    print(f"{name}: X1, X2, X3 = {X[0]:.4f}, {X[1]:.4f}, {X[2]:.4f}; "
          f"sum = {X.sum():.5f}")
    print(f"{name}: log slope, k1 and k3 scaled only = {partial:.4f}")
    print(f"{name}: log slope, forward constants only = {forward:.4f}")
assert branch_rates[1] > 5 * branch_rates[0]

# ---------- finite stochastic surface network ----------
SITES = 6
states = [(b, a) for b in range(SITES + 1) for a in range(SITES + 1 - b)]
index = {state: i for i, state in enumerate(states)}
transitions = []
for (b, a), i in index.items():
    e = SITES - a - b
    options = [
        (2, 0, 0, 0, ACT_B2 * e * (e - 1) / SITES),
        (-2, 0, 0, 0, b * (b - 1) / (SITES * K_surf[0])),
        (0, 1, 1, 0, ACT_A * e), (0, -1, 1, 0, a / K_surf[1]),
        (-1, -1, 2, 1, a * b / SITES),
        (1, 1, 2, -1, ACT_P * e * (e - 1) / (SITES * K_surf[2]))]
    for db, da, reaction, count, weight in options:
        if weight > 0:
            transitions.append((index[(b + db, a + da)], i,
                                reaction, count, weight))


def generator(k, chi=0.0):
    W = np.zeros((len(states), len(states)))
    for j, i, reaction, count, weight in transitions:
        W[j, i] += k[reaction] * weight * np.exp(chi * count)
        W[i, i] -= k[reaction] * weight
    return W


def stationary(k):
    system = generator(k)
    system[-1] = 1
    rhs = np.zeros(len(states))
    rhs[-1] = 1
    return system, np.linalg.solve(system, rhs)


def current_statistics(k):
    """Stationary mean and long-time variance rate of the product count."""
    system, p = stationary(k)
    first, second = np.zeros_like(system), np.zeros_like(system)
    for j, i, reaction, count, weight in transitions:
        first[j, i] += k[reaction] * weight * count
        second[j, i] += k[reaction] * weight * count**2
    mean = (first @ p).sum()
    rhs = mean * p - first @ p
    rhs[-1] = 0
    q = np.linalg.solve(system, rhs)
    return np.array([mean, (second @ p).sum() + 2 * (first @ q).sum()])


def leading_eigenvalue(k, chi):
    """Leading eigenvalue from its right eigenvector.

    Summing the eigenvalue equation over final states leaves only the small
    column sums of the counting generator, free of cancellation.
    """
    values, vectors = np.linalg.eig(generator(k, chi))
    vector = vectors[:, np.argmax(values.real)].real
    vector = vector / vector.sum()
    column_sums = np.zeros(len(states))
    for j, i, reaction, count, weight in transitions:
        column_sums[i] += k[reaction] * weight * np.expm1(chi * count)
    return column_sums @ vector


mean, variance = current_statistics(k_surf)
spectrum = np.sort(np.linalg.eigvals(generator(k_surf)).real)
gap = -spectrum[-2]
for chi in (1e-4, 5e-5):
    lead = [leading_eigenvalue(k_surf, m * chi) for m in (-2, -1, 0, 1, 2)]
    mean_check = np.dot([1, -8, 0, 8, -1], lead) / (12 * chi)
    variance_check = np.dot([-1, 16, -30, 16, -1], lead) / (12 * chi**2)
    assert abs(mean_check / mean - 1) < 1e-3, (chi, mean_check, mean, gap)
    assert abs(variance_check / variance - 1) < 1e-3, (
        chi, variance_check, variance, gap)
X_noise = sensitivities(lambda k: np.log(current_statistics(k)), k_surf)
assert np.allclose(X_noise.sum(axis=0), 1, atol=1e-4)
blocked = stationary(k_surf)[1][index[(SITES, 0)]]
print(f"Stochastic network: {SITES} sites, {len(states)} states")
print(f"Time share fully covered by B = {blocked:.5f}")
print(f"Stochastic mean rate = {mean/SITES:.4e} 1/s per site")
print(f"Slowest relaxation time = {1/gap:.3f} s")
print(f"Variance rate = {variance:.4e} 1/s; Fano factor = {variance/mean:.4f}")
print("Mean-current X1, X2, X3 =", *[f"{z:.4f}" for z in X_noise[:, 0]],
      f"; sum = {X_noise[:, 0].sum():.5f}")
print("Variance sensitivities 1, 2, 3 =", *[f"{z:.4f}" for z in X_noise[:, 1]],
      f"; sum = {X_noise[:, 1].sum():.5f}")

# ---------- oxide film, lengths in nm ----------
T, pressure = 1273.0, 760.0                 # K, Torr
solubility = 6.6e13                         # molecules/cm3 per Torr
C_gas, N_oxide = solubility * pressure, 2.2e22   # molecules/cm3
film = np.array([1.0e7, 7.0e5, 9.0e3])      # h nm/s, D nm2/s, k nm/s
x_start, hours, x_fixed = 20.0, 2.0, 100.0
ratio = C_gas / N_oxide


def series_rate(x, c):
    return 3600 * ratio / (1 / c[0] + x / c[1] + 1 / c[2])   # nm/h


def hopping_rate(conductances):
    """Solve node concentrations of a chain between gas and a sink."""
    g = np.asarray(conductances)
    n = len(g) - 1
    A = np.diag(g[:-1] + g[1:]) - np.diag(g[1:-1], 1) - np.diag(g[1:-1], -1)
    source = np.zeros(n)
    source[0] = g[0]
    nodes = np.linalg.solve(A, source)
    return 3600 * ratio * g[-1] * nodes[-1]


slices = 20
chain = np.r_[film[0], np.full(slices, film[1] * slices / x_fixed), film[2]]
chain_X = sensitivities(lambda g: np.log(hopping_rate(g)), chain)
X_film = np.array([chain_X[0], chain_X[1:-1].sum(), chain_X[-1]])
resistance = np.array([1 / film[0], x_fixed / film[1], 1 / film[2]])
assert np.allclose(X_film, resistance / resistance.sum(), atol=1e-5)
assert abs(hopping_rate(chain) / series_rate(x_fixed, film) - 1) < 1e-9
assert abs(X_film.sum() - 1) < 1e-5

E_act = np.array([0.0, 1.2, 2.0])           # eV, rough


def at_temperature(temp):
    return film * np.exp(-E_act / KB * (1 / temp - 1 / T))


dT = 0.1
E_app = KB * T**2 * (np.log(series_rate(x_fixed, at_temperature(T + dT)))
                     - np.log(series_rate(x_fixed, at_temperature(T - dT)))
                     ) / (2 * dT)
assert abs(E_app - X_film @ E_act) < 1e-4

thin_rate, thin_length = 120.0, 7.0        # nm/h and nm, rough


def thickness(c, t=hours, extra=0.0):
    def growth(_, x):
        return series_rate(x, c) + extra * np.exp(-x / thin_length)
    result = solve_ivp(growth, (0, t), [x_start], method="DOP853",
                       rtol=1e-11, atol=1e-10)
    assert result.success
    return result.y[0, -1]


x_end = thickness(film)
B = 2 * film[1] * ratio * 3600
A_len = 2 * film[1] * (1 / film[0] + 1 / film[2])
x_closed = -A_len / 2 + np.sqrt((x_start + A_len / 2)**2 + B * hours)
assert abs(x_end - x_closed) < 1e-6
Y = sensitivities(lambda c: np.log(thickness(c)), film)
total_resistance = 1 / film[0] + x_end / film[1] + 1 / film[2]
Y_formula = np.array([(x_end - x_start) / film[0],
                      (x_end**2 - x_start**2) / (2 * film[1]),
                      (x_end - x_start) / film[2]]) / (x_end * total_resistance)
assert np.allclose(Y, Y_formula, atol=1e-5)
time_slope = sensitivities(lambda t: np.log(thickness(film, t[0])), [hours])[0]
assert abs(Y.sum() - time_slope) < 1e-5 and Y.sum() < 0.9

x_thin = thickness(film, extra=thin_rate)
four = np.r_[film, thin_rate]
Y4 = sensitivities(lambda c: np.log(thickness(c[:3], extra=c[3])), four)
slope4 = sensitivities(
    lambda t: np.log(thickness(film, t[0], thin_rate)), [hours])[0]
assert abs(Y4.sum() - slope4) < 1e-5


def thin_share(x):
    extra = thin_rate * np.exp(-x / thin_length)
    return extra / (extra + series_rate(x, film))


share_start, share_end = thin_share(x_start), thin_share(x_end)
series_slope = sensitivities(
    lambda s: np.log(series_rate(x_start, film * s[0])
                     + thin_rate * np.exp(-x_start / thin_length)), [1.0])[0]
assert abs(series_slope - (1 - share_start)) < 1e-5

temp_error, orientation_factor, reaction_energy = 5.0, 1.7, 7.0
x_hot = thickness(at_temperature(T + temp_error))
x_orientation = thickness(film * np.array([1, 1, 1 / orientation_factor]))
delay = x_end**2 / film[1]
reverse_factor = np.exp(-reaction_energy / (KB * T))
assert ratio < 1e-4 and delay < 1e-3 * hours * 3600 and reverse_factor < 1e-6

print(f"Film inputs: T = {T:.0f} K, pressure = {pressure:.0f} Torr")
print(f"Rough solubility = {solubility:.2e} molecules/cm3 per Torr")
print(f"Dissolved oxidant = {C_gas:.3e} cm^-3; per oxide = {N_oxide:.2e} cm^-3")
print(f"Rough h = {film[0]:.2e} nm/s; k = {film[2]:.2e} nm/s")
print(f"Rough D = {film[1]:.2e} nm2/s")
print(f"Growth constants: B = {B:.1f} nm2/h; A = {A_len:.2f} nm")
print(f"Linear rate constant B/A = {B/A_len:.2f} nm/h")
print(f"At {x_fixed:.0f} nm: growth rate = {series_rate(x_fixed, film):.3f} nm/h")
print(f"Fixed thickness: Xh, XD, Xk = {X_film[0]:.5f}, {X_film[1]:.5f}, "
      f"{X_film[2]:.5f}; sum = {X_film.sum():.5f}")
print(f"Rough activation energies: D {E_act[1]:.1f} eV, k {E_act[2]:.1f} eV")
print(f"Apparent activation energy at {x_fixed:.0f} nm = {E_app:.4f} eV")
print(f"Growth from {x_start:.0f} nm for {hours:.1f} h gives {x_end:.3f} nm")
print(f"Fixed time: Yh, YD, Yk = {Y[0]:.5f}, {Y[1]:.5f}, {Y[2]:.5f}")
print(f"Fixed time: sum = {Y.sum():.5f}; d ln x/d ln t = {time_slope:.5f}")
print(f"Thin channel (rough): {thin_rate:.0f} nm/h, decay {thin_length:.0f} nm")
print(f"Thin-channel share: start = {share_start:.4f}, end = {share_end:.2e}")
print(f"Series-only sum at {x_start:.0f} nm = {series_slope:.4f}")
print(f"Thin channel changes final thickness by {x_thin-x_end:+.3f} nm")
print(f"With channel, fixed-time Yh, YD, Yk, Ythin = {Y4[0]:.5f}, "
      f"{Y4[1]:.5f}, {Y4[2]:.5f}, {Y4[3]:.5f}")
print(f"With channel, sum = {Y4.sum():.5f}; time slope = {slope4:.5f}")
print(f"Furnace error +{temp_error:.0f} K changes thickness by "
      f"{x_hot-x_end:+.3f} nm")
print(f"Orientation: k divided by {orientation_factor:.1f} changes thickness by "
      f"{x_orientation-x_end:+.3f} nm")
print(f"Stored oxidant / oxidant in oxide, upper bound = {ratio:.2e}")
print(f"Diffusion delay x^2/D at final thickness = {delay:.4f} s")
print(f"Reverse factor for rough {reaction_energy:.0f} eV driving energy = "
      f"{reverse_factor:.1e}")
print("PASS")
```

It prints:

```
Surface inputs k1, k2, k3 (1/s): 1.0 1.0 1000.0
Surface inputs K1, K2, K3 (dimensionless): 10000.0 20.0 1000.0
Activities of B2, A, P (dimensionless): 1.0 1.0 0.1
A-covered: coverages B, A, empty = 6.220e-06, 0.94703, 0.05296
A-covered: product rate = 0.005610 1/s per site
A-covered: X1, X2, X3 = 1.2527, -0.2527, 0.0000; sum = 1.00000
A-covered: log slope, k1 and k3 scaled only = 1.2527
A-covered: log slope, forward constants only = -1.1334
active: coverages B, A, empty = 4.990e-01, 0.00105, 0.50000
active: product rate = 0.499945 1/s per site
active: X1, X2, X3 = -0.9994, 1.9992, 0.0002; sum = 1.00000
active: log slope, k1 and k3 scaled only = -0.9992
active: log slope, forward constants only = 1.0001
Stochastic network: 6 sites, 28 states
Time share fully covered by B = 0.88002
Stochastic mean rate = 3.0823e-03 1/s per site
Slowest relaxation time = 516.260 s
Variance rate = 1.4386e+00 1/s; Fano factor = 77.7902
Mean-current X1, X2, X3 = -1.0606 2.0667 -0.0061 ; sum = 1.00000
Variance sensitivities 1, 2, 3 = -2.3938 3.4040 -0.0102 ; sum = 1.00000
Film inputs: T = 1273 K, pressure = 760 Torr
Rough solubility = 6.60e+13 molecules/cm3 per Torr
Dissolved oxidant = 5.016e+16 cm^-3; per oxide = 2.20e+22 cm^-3
Rough h = 1.00e+07 nm/s; k = 9.00e+03 nm/s
Rough D = 7.00e+05 nm2/s
Growth constants: B = 11491.2 nm2/h; A = 155.70 nm
Linear rate constant B/A = 73.81 nm/h
At 100 nm: growth rate = 32.306 nm/h
Fixed thickness: Xh, XD, Xk = 0.00039, 0.56228, 0.43733; sum = 1.00000
Rough activation energies: D 1.2 eV, k 2.0 eV
Apparent activation energy at 100 nm = 1.5494 eV
Growth from 20 nm for 2.0 h gives 102.587 nm
Fixed time: Yh, YD, Yk = 0.00031, 0.27347, 0.34702
Fixed time: sum = 0.62080; d ln x/d ln t = 0.62080
Thin channel (rough): 120 nm/h, decay 7 nm
Thin-channel share: start = 0.1050, end = 1.63e-06
Series-only sum at 20 nm = 0.8950
Thin channel changes final thickness by +0.486 nm
With channel, fixed-time Yh, YD, Yk, Ythin = 0.00031, 0.27172, 0.33973, 0.00447
With channel, sum = 0.61622; time slope = 0.61622
Furnace error +5 K changes thickness by +3.791 nm
Orientation: k divided by 1.7 changes thickness by -19.994 nm
Stored oxidant / oxidant in oxide, upper bound = 2.28e-06
Diffusion delay x^2/D at final thickness = 0.0150 s
Reverse factor for rough 7 eV driving energy = 1.9e-28
PASS
```
